# Ballistic conductance per mode: velocity, density of states and temperature: a program that tests the result

```python
"""
Ballistic conductance of a one-dimensional channel with reflectionless contacts.

Result under test: with right-moving states filled by the left reservoir and
left-moving states by the right reservoir, the current is
    I = (2e/h) * integral of M(E) [f_L(E) - f_R(E)] dE,
with M(E) the number of right-moving branches per spin. Hence
    G = (2e^2/h) * [sum of f at band minima - sum of f at band maxima],
for any dispersion E(k); f is the Fermi function, mu the chemical potential,
kT the thermal energy. A fully open mode gives 2e^2/h.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import trapezoid
from scipy.linalg import block_diag, eigh, toeplitz
from scipy.special import expit

e, h, hbar, kB = const.e, const.h, const.hbar, const.k
meV = 1e-3 * e
G0 = 2 * e**2 / h


def fermi(energy, mu, kT):
    return expit(-(energy - mu) / kT)


def window_integral(edge, mu_left, mu_right, kT):
    """Closed form of the integral of f_L - f_R from edge to infinity."""
    return kT * (np.logaddexp(0, (mu_left - edge) / kT)
                 - np.logaddexp(0, (mu_right - edge) / kT))


print(f"Conductance quantum 2e^2/h = {G0*1e6:.4f} microsiemens")
print(f"Its inverse = {1e-3/G0:.4f} kiloohm")

# --- Flux of a Bloch state equals the slope of its band (hbar = 1) ---
# Chain with two sites per cell: hoppings 1.0 and 0.6, site energies +-0.3.
inner, outer, offset = 1.0, 0.6, 0.3


def cell_hamiltonian(k):
    coupling = inner + outer * np.exp(-1j * k)
    return np.array([[offset, coupling], [np.conj(coupling), -offset]])


flux_error = 0.0
for k in (-2.1, -0.8, 0.5, 1.7):
    _, vectors = np.linalg.eigh(cell_hamiltonian(k))
    step = 1e-5
    slopes = (np.linalg.eigvalsh(cell_hamiltonian(k + step))
              - np.linalg.eigvalsh(cell_hamiltonian(k - step))) / (2 * step)
    for band in range(2):
        site_a, site_b = vectors[:, band]
        bond_flux = 2 * np.imag(outer * site_b * np.conj(site_a)
                                * np.exp(-1j * k))
        flux_error = max(flux_error, abs(bond_flux - slopes[band]))
assert flux_error < 1e-8
print(f"Bond flux minus band slope, largest = {flux_error:.1e} (hopping/hbar)")

# --- Worked example: two subbands, two dispersions ---
mass = 0.07 * const.m_e
mu = 15 * meV
bottoms = np.array([0.0, 20.0]) * meV
print(f"Effective mass = {mass/const.m_e:.2f} m_e")
print(f"Chemical potential = {mu/meV:.1f} meV")
print(f"Subband bottoms = {bottoms[0]/meV:.1f}, {bottoms[1]/meV:.1f} meV")


def energy_of_k(k, alpha):
    """Solves E (1 + alpha E) = hbar^2 k^2 / (2 mass) for E >= 0."""
    parabola = (hbar * k)**2 / (2 * mass)
    return 2 * parabola / (1 + np.sqrt(1 + 4 * alpha * parabola))


def k_of_energy(energy, alpha):
    return np.sqrt(2 * mass * energy * (1 + alpha * energy)) / hbar


def current_from_k(alpha, bottom, mu_left, mu_right, kT):
    """Adds e*v*occupation over all k, filling states by the sign of v."""
    k_max = k_of_energy(mu + 40 * kT, alpha)
    k = np.linspace(-k_max, k_max, 400001)
    energy = bottom + energy_of_k(k, alpha)
    velocity = np.gradient(energy, k) / hbar
    filling = np.where(velocity > 0, fermi(energy, mu_left, kT),
                       fermi(energy, mu_right, kT))
    return 2 * e * trapezoid(velocity * filling, k) / (2 * np.pi)


models = {"parabolic": 0.0, "nonparabolic": 10.0 / e}
count_length, count_window = 0.1, 0.2 * meV
print(f"Nonparabolicity alpha = {models['nonparabolic']*e:.1f} per eV")
print(f"Counting length = {count_length:.1f} m, "
      f"window = {count_window/meV:.1f} meV")
for name, alpha in models.items():
    k_mu = k_of_energy(mu, alpha)
    dk = 1e-4 * k_mu
    speed = (energy_of_k(k_mu + dk, alpha)
             - energy_of_k(k_mu - dk, alpha)) / (2 * dk * hbar)
    spacing = 2 * np.pi / count_length
    allowed = spacing * np.arange(1, int(1.2 * k_mu / spacing))
    levels = energy_of_k(allowed, alpha)
    number = 2 * np.count_nonzero(abs(levels - mu) < count_window / 2)
    density = number / (count_length * count_window)
    product = h * speed * density
    # The count is uncertain by about one k value in more than 10^4.
    assert abs(product - 2) < 5e-4
    print(f"{name}: k at mu = {k_mu*1e-9:.4f} per nm, "
          f"velocity = {speed*1e-5:.4f} x 10^5 m/s")
    print(f"  states counted = {number}, right-moving density = "
          f"{density*meV*1e-6:.4f} per meV per micrometre")
    print(f"  h * velocity * density = {product:.4f} (no unit)")

small_bias = 0.01 * meV
for temperature in (4.0, 50.0, 300.0):
    kT = kB * temperature
    shares = fermi(bottoms, mu, kT)
    print(f"T = {temperature:.0f} K: kT = {kT/meV:.4f} meV, "
          f"f at bottoms = {shares[0]:.5f}, {shares[1]:.5f}")
    results = []
    for alpha in models.values():
        current = sum(current_from_k(alpha, b, mu + small_bias / 2,
                                     mu - small_bias / 2, kT)
                      for b in bottoms)
        results.append(current / (small_bias / e) / G0)
        assert abs(results[-1] - shares.sum()) < 1e-4
    print(f"  G from k: parabolic {results[0]:.5f}, nonparabolic "
          f"{results[1]:.5f}; formula {shares.sum():.5f} (2e^2/h)")
    print(f"  G = {shares.sum()*G0*1e6:.3f} microsiemens; "
          f"1 % margin kT ln 99 = {kT*np.log(99)/meV:.3f} meV")

bias, kT = 5 * meV, kB * 4.0
formula_current = (2 * e / h) * sum(
    window_integral(b, mu + bias / 2, mu - bias / 2, kT) for b in bottoms)
for alpha in models.values():
    summed = sum(current_from_k(alpha, b, mu + bias / 2, mu - bias / 2, kT)
                 for b in bottoms)
    assert abs(summed / formula_current - 1) < 1e-5
print(f"Bias {bias/meV:.1f} mV, 4 K: current from k = {summed*1e9:.3f} nA, "
      f"formula = {formula_current*1e9:.3f} nA")
print(f"  one fully open mode = {G0*bias/e*1e9:.3f} nA")

# --- Asymmetric periodic band with two minima (energies in hopping units) ---
points = 20000
k = 2 * np.pi * np.arange(points) / points
band = -2 * np.cos(k) - 1.6 * np.cos(2 * k + 0.7)
slope = 2 * np.sin(k) + 3.2 * np.sin(2 * k + 0.7)   # exact dE/dk
before, after = np.roll(band, 1), np.roll(band, -1)
minima = np.sort(band[(band < before) & (band <= after)])
maxima = np.sort(band[(band > before) & (band >= after)])
assert len(minima) == len(maxima) == 2
print("Lattice band E = -2 cos k - 1.6 cos(2k + 0.7), hopping units")
print(f"  minima {minima[0]:.4f}, {minima[1]:.4f}; "
      f"maxima {maxima[0]:.4f}, {maxima[1]:.4f}")


def lattice_current(mu_left, mu_right, kT):
    """Sum of slope times filling over all k of one period."""
    filling = np.where(slope > 0, fermi(band, mu_left, kT),
                       fermi(band, mu_right, kT))
    return np.sum(slope * filling) * 2 * np.pi / points


for level in (-1.5, 0.7):
    for kT in (0.02, 0.2):
        assert abs(lattice_current(level, level, kT)) < 1e-8
        delta = 1e-4
        direct = lattice_current(level + delta / 2, level - delta / 2,
                                 kT) / delta
        formula = (fermi(minima, level, kT).sum()
                   - fermi(maxima, level, kT).sum())
        assert abs(direct - formula) < 1e-4
        print(f"  mu = {level:.1f}, kT = {kT:.2f}: G from k = {direct:.4f}, "
              f"formula = {formula:.4f} (2e^2/h)")

# --- Joining two separately filled half-chains: no filling rule assumed ---
# Uniform chain, E = -2 cos k - cos 2k; hbar = 1, one spin direction.
sites, half = 800, 400
first_row = np.zeros(sites)
first_row[1], first_row[2] = -1.0, -0.5
chain = toeplitz(first_row)
half_levels, half_states = eigh(chain[:half, :half])
near_cut = np.arange(half - 2, half + 2)
times = np.arange(80.0, 201.0)   # ends before reflections from the far ends
weights = np.hanning(len(times) + 2)[1:-1]
weights /= weights.sum()


def joined_current(mu_left, mu_right, kT, junction=1.0):
    """Late-time particle current; junction scales the connecting hoppings."""
    hamiltonian = chain.copy()
    hamiltonian[:half, half:] *= junction
    hamiltonian[half:, :half] *= junction
    parts = [(half_states * fermi(half_levels, m, kT)) @ half_states.T
             for m in (mu_left, mu_right)]
    initial = block_diag(*parts)
    levels, states = eigh(hamiltonian)
    # Work in the eigenbasis, where time evolution is only a phase.
    initial = states.T @ initial @ states
    local = hamiltonian[np.ix_(near_cut, near_cut)]
    total = 0.0
    for time, weight in zip(times, weights):
        rows = states[near_cut] * np.exp(-1j * levels * time)
        rho = rows @ initial @ rows.conj().T
        total += weight * 2 * np.imag(np.sum(local[2:, :2] * rho[:2, 2:].T))
    return total


print("Joined half-chains, E = -2 cos k - cos 2k, kT = 0.10, hopping units")
kT = 0.1
for centre in (0.0, 1.25):
    left, right = centre + 0.2, centre - 0.2
    # Minima at k = 0 and pi, two maxima at cos k = -1/2.
    expected = (window_integral(-3.0, left, right, kT)
                + window_integral(1.0, left, right, kT)
                - 2 * window_integral(1.5, left, right, kT)) / (2 * np.pi)
    evolved = joined_current(left, right, kT)
    # Finite evolution time leaves a decaying transient.
    assert abs(evolved / expected - 1) < 0.02
    print(f"  mu = {left:.2f} and {right:.2f}: evolved current = "
          f"{evolved:.5f}, formula = {expected:.5f} (hopping/hbar)")
    if centre == 0.0:
        reflected = joined_current(left, right, kT, junction=0.5)
        assert 0 < reflected < 0.9 * expected
        print(f"  same with halved junction hoppings = {reflected:.5f} "
              f"(hopping/hbar)")

print("all tests passed")
```

Output:

```
Conductance quantum 2e^2/h = 77.4809 microsiemens
Its inverse = 12.9064 kiloohm
Bond flux minus band slope, largest = 1.5e-11 (hopping/hbar)
Effective mass = 0.07 m_e
Chemical potential = 15.0 meV
Subband bottoms = 0.0, 20.0 meV
Nonparabolicity alpha = 10.0 per eV
Counting length = 0.1 m, window = 0.2 meV
parabolic: k at mu = 0.1660 per nm, velocity = 2.7455 x 10^5 m/s
  states counted = 35230, right-moving density = 1.7615 per meV per micrometre
  h * velocity * density = 2.0001 (no unit)
nonparabolic: k at mu = 0.1780 per nm, velocity = 2.2648 x 10^5 m/s
  states counted = 42706, right-moving density = 2.1353 per meV per micrometre
  h * velocity * density = 2.0000 (no unit)
T = 4 K: kT = 0.3447 meV, f at bottoms = 1.00000, 0.00000
  G from k: parabolic 1.00000, nonparabolic 1.00000; formula 1.00000 (2e^2/h)
  G = 77.481 microsiemens; 1 % margin kT ln 99 = 1.584 meV
T = 50 K: kT = 4.3087 meV, f at bottoms = 0.97015, 0.23859
  G from k: parabolic 1.20874, nonparabolic 1.20874; formula 1.20874 (2e^2/h)
  G = 93.654 microsiemens; 1 % margin kT ln 99 = 19.799 meV
T = 300 K: kT = 25.8520 meV, f at bottoms = 0.64112, 0.45180
  G from k: parabolic 1.09292, nonparabolic 1.09292; formula 1.09292 (2e^2/h)
  G = 84.680 microsiemens; 1 % margin kT ln 99 = 118.793 meV
Bias 5.0 mV, 4 K: current from k = 387.423 nA, formula = 387.423 nA
  one fully open mode = 387.405 nA
Lattice band E = -2 cos k - 1.6 cos(2k + 0.7), hopping units
  minima -3.5071, 0.2266; maxima 1.2241, 2.5344
  mu = -1.5, kT = 0.02: G from k = 1.0000, formula = 1.0000 (2e^2/h)
  mu = -1.5, kT = 0.20: G from k = 1.0001, formula = 1.0001 (2e^2/h)
  mu = 0.7, kT = 0.02: G from k = 2.0000, formula = 2.0000 (2e^2/h)
  mu = 0.7, kT = 0.20: G from k = 1.8463, formula = 1.8463 (2e^2/h)
Joined half-chains, E = -2 cos k - cos 2k, kT = 0.10, hopping units
  mu = 0.20 and -0.20: evolved current = 0.06367, formula = 0.06367 (hopping/hbar)
  same with halved junction hoppings = 0.04275 (hopping/hbar)
  mu = 1.45 and 1.05: evolved current = 0.10523, formula = 0.10522 (hopping/hbar)
all tests passed
```
